# Polarizability of a one-dimensional delta well from the Sternheimer equation

## Problem

One electron moves on a line in an attractive delta potential of unit strength. In atomic units its Hamiltonian is

\[
H_0=-\frac12\frac{d^2}{dx^2}-\delta(x).
\]

A weak uniform electric field \(F\) is applied along \(+x\). The electron has charge \(-1\), so the force on it is \(-F\) and its added potential energy is \(+Fx\). The polarizability \(\alpha\) is defined by the weak-field expansion of the energy,

\[
E(F)=E_0-\frac12\alpha F^2+\dots
\]

1. Estimate \(\alpha\) by scaling.
2. Find the first-order change of the wavefunction from the Sternheimer equation, and from it the value of \(\alpha\).
3. The well has no bound excited state. Which states, then, carry the response, and why does the estimate differ from the exact value?

## The unperturbed state

Both the estimate and the solution need the ground state. Integrate \(H_0\psi=E\psi\) from \(-\varepsilon\) to \(\varepsilon\):

\[
-\frac12\left[\psi'(\varepsilon)-\psi'(-\varepsilon)\right]-\psi(0)=E\int_{-\varepsilon}^{\varepsilon}\psi\,dx .
\]

The right side vanishes as \(\varepsilon\to0\), because \(\psi\) is finite. The wavefunction is therefore continuous, with a jump in slope:

\[
\psi'(0^+)-\psi'(0^-)=-2\psi(0).
\]

Away from the origin the electron is free. For \(E=-\kappa^2/2\) with \(\kappa>0\), the solutions that decay at large distance are \(A_+e^{-\kappa x}\) on the right and \(A_-e^{\kappa x}\) on the left. Continuity gives \(A_+=A_-=A\). The slopes at the origin are \(-\kappa A\) and \(+\kappa A\), so the jump condition reads \(-2\kappa A=-2A\), and \(\kappa=1\). For \(E\ge0\) the solutions are linear or oscillating functions, which cannot be normalized. There is thus one bound state,

\[
\psi_0(x)=e^{-|x|},\qquad E_0=-\frac12 .
\]

It is normalized, since \(2\int_0^\infty e^{-2x}dx=1\). The integrals for \(\langle x^2\rangle\) and \(E_2\) follow from

\[
\int_0^\infty x^n e^{-2x}\,dx=\frac{n!}{2^{n+1}} .
\]

For example, the mean square distance from the well is

\[
\langle x^2\rangle=2\int_0^\infty x^2e^{-2x}\,dx=2\cdot\frac{2}{8}=\frac12 .
\]

## First estimate by scaling

Let the well have a general strength \(g\), and measure length in units of \(1/g\) by writing \(x=\xi/g\). Then \(d^2/dx^2=g^2\,d^2/d\xi^2\) and \(\delta(\xi/g)=g\,\delta(\xi)\), so that

\[
-\frac12\frac{d^2}{dx^2}-g\,\delta(x)+Fx
=g^2\left[-\frac12\frac{d^2}{d\xi^2}-\delta(\xi)+\frac{F}{g^3}\,\xi\right].
\]

The bracket is the unit well in a field \(F/g^3\). The energies are related by \(E_g(F)=g^2E_1(F/g^3)\), and the terms in \(F^2\) give

\[
\alpha_g F^2=g^2\,\alpha_1\frac{F^2}{g^6}
\quad\Longrightarrow\quad
\alpha_g=\frac{\alpha_1}{g^4}.
\]

A well of half the strength is sixteen times as polarizable. Scaling fixes this power but leaves the number \(\alpha_1\) open.

To estimate that number, let \(\ell\) be the size of the ground state and \(\Delta\) a typical excitation energy. The field mixes other states into \(\psi_0\) with an amplitude of about \(F\ell/\Delta\), the ratio of the perturbation to the energy gap. This mixing displaces the electron by about \(\ell\) times the amplitude, or \(F\ell^2/\Delta\). The induced dipole is \(\alpha F\), so

\[
\alpha\sim\frac{\ell^2}{\Delta}.
\]

Take \(\ell^2=\langle x^2\rangle=1/2\). For \(\Delta\) take the energy that just frees the electron, \(0-E_0=1/2\). The estimate is

\[
\alpha\sim\frac{1/2}{1/2}=1 .
\]

For strength \(g\), \(\ell^2\) is proportional to \(1/g^2\) and \(\Delta\) to \(g^2\), which agrees with the power \(g^{-4}\). The argument has dropped numerical factors of order one, so it gives the size of \(\alpha\) and no more.

## Exact solution

### The Sternheimer equation

Write

\[
\psi=\psi_0+F\psi_1+F^2\psi_2+\dots,\qquad E=E_0+FE_1+F^2E_2+\dots
\]

and insert both series in \((H_0+Fx)\psi=E\psi\). The terms of first and second order in \(F\) are

\[
H_0\psi_1+x\psi_0=E_0\psi_1+E_1\psi_0,
\]
\[
H_0\psi_2+x\psi_1=E_0\psi_2+E_1\psi_1+E_2\psi_0 .
\]

Multiply each equation by \(\psi_0\) and integrate. Since \(H_0\) is Hermitian, \(\langle\psi_0|H_0|\psi_n\rangle=E_0\langle\psi_0|\psi_n\rangle\), and these terms cancel between the two sides. The first equation leaves

\[
E_1=\langle\psi_0|x|\psi_0\rangle=0,
\]

because the integrand is odd. With \(E_1=0\), the second leaves

\[
E_2=\langle\psi_0|x|\psi_1\rangle .
\]

Comparison with the definition of \(\alpha\) gives \(\alpha=-2E_2\), so the first-order function is sufficient. It obeys the Sternheimer equation

\[
(H_0-E_0)\,\psi_1=-x\,\psi_0 .
\]

In density functional perturbation theory the right side also contains the change of the Hartree and exchange-correlation potentials, which depends on the first-order density, and the equation is solved self-consistently. Here a single electron moves in a fixed potential, and one solution is enough.

### Solving on each side of the well

Away from the origin, with \(E_0=-1/2\), the equation is \(-\frac12\psi_1''+\frac12\psi_1=-x\psi_0\). Multiplication by \(-2\) gives

\[
\psi_1''-\psi_1=2x\,e^{-|x|}.
\]

Take \(x>0\) first. The function \(e^{-x}\) solves the equation without its right side, so a polynomial of first degree times \(e^{-x}\) does not suffice, and the degree is raised by one. Put \(\psi_1=q(x)e^{-x}\) with \(q=ax^2+bx\). Then

\[
\psi_1''=(q''-2q'+q)e^{-x},
\]
\[
\psi_1''-\psi_1=(q''-2q')e^{-x}=(2a-2b-4ax)e^{-x}.
\]

This must equal \(2xe^{-x}\). The terms in \(x\) give \(a=-1/2\), and the constant terms give \(b=a=-1/2\). The general solution also contains \(e^{x}\), which is excluded because it grows, and \(e^{-x}\), which is kept:

\[
\psi_1=-\frac12(x^2+x)e^{-x}+A_+e^{-x}\qquad(x>0).
\]

For \(x<0\) put \(y=-x>0\). The second derivative is unchanged and the right side becomes \(-2ye^{-y}\), the same source with the opposite sign. Therefore

\[
\psi_1=+\frac12(y^2+y)e^{-y}+A_-e^{-y}
=\frac12(x^2-x)e^{x}+A_-e^{x}\qquad(x<0).
\]

### Matching at the well

The source \(-x\psi_0\) is finite, so it adds nothing when the equation is integrated across the origin. The function \(\psi_1\) obeys the same conditions as \(\psi_0\). Continuity gives \(A_+=A_-=A\). The slopes are

\[
\psi_1'(0^+)=-\frac12-A,\qquad \psi_1'(0^-)=-\frac12+A .
\]

Their difference is \(-2A\), and the jump condition requires \(-2\psi_1(0)=-2A\). It holds for every \(A\). The reason is that \((H_0-E_0)\psi_0=0\), so any multiple of \(\psi_0\) may be added to a solution. Normalization settles the choice: for real functions \(\langle\psi|\psi\rangle=1+2F\langle\psi_0|\psi_1\rangle+\dots\), and keeping this equal to 1 at first order requires \(\langle\psi_0|\psi_1\rangle=0\). The polynomial part of \(\psi_1\) is odd and already orthogonal to \(\psi_0\), so \(A=0\). The two sides combine into

\[
\boxed{\psi_1(x)=-\frac12\,x\,(1+|x|)\,e^{-|x|}}
\]

This function vanishes at the origin and has no kink there. The well enters through \(\psi_0\) and \(E_0\), while the delta itself does not act on \(\psi_1\).

### Energy and dipole

The integrand of \(E_2\) is even, so twice the right half gives

\[
E_2=-\frac12\int_{-\infty}^{\infty}x^2(1+|x|)e^{-2|x|}dx
=-\int_0^\infty(x^2+x^3)e^{-2x}dx .
\]

The two integrals are \(2/8=1/4\) and \(6/16=3/8\). Hence

\[
E_2=-\left(\frac14+\frac38\right)=-\frac58,
\qquad
\boxed{\alpha=-2E_2=\frac54}
\]

in atomic units, or \(2.061\times10^{-41}\ \mathrm{C^2\,m^2\,J^{-1}}\).

The displacement of the electron gives the same number. To first order the density changes by

\[
2F\psi_0\psi_1=-F\,x\,(1+|x|)\,e^{-2|x|},
\]

which is positive for \(x<0\): the electron moves against the field, as its negative charge requires. Its mean position is

\[
\langle x\rangle=2F\langle\psi_0|x|\psi_1\rangle=2FE_2=-\alpha F,
\]

and the induced dipole, charge times position, is \(-\langle x\rangle=+\alpha F\), along the field.

## A field of 0.01 atomic units

This field is \(5.14\times10^{9}\) V/m. The second-order shift is

\[
-\frac12\cdot1.25\cdot(0.01)^2=-6.25\times10^{-5}\ \text{hartree},
\]

or \(-1.70\) meV, and the induced dipole is \(1.25\cdot0.01=0.0125\) atomic units.

There is a reservation about what this energy means. The potential \(Fx\) falls without limit towards \(x=-\infty\). At \(x=-1/(2F)\), here 50 bohr from the well, it has dropped to \(E_0\), and beyond that point the electron can escape. In any nonzero field the bound state becomes a resonance with a complex energy. Its real part is the level position, and \(\Gamma=-2\,\mathrm{Im}\,E\) is the decay rate. The polarizability describes the weak-field expansion of the real part.

The resonance can be found without perturbation theory. Away from the well, \(\psi''=2(Fx-E)\psi\). With \(s=(2F)^{1/3}\) and \(\zeta=s(x-E/F)\) this becomes the Airy equation \(d^2\psi/d\zeta^2=\zeta\psi\). On the right the decaying solution is \(\mathrm{Ai}(\zeta)\). On the left the solution is \(\mathrm{Bi}(\zeta)+i\,\mathrm{Ai}(\zeta)\), whose phase at large negative \(\zeta\) is \(\frac23|\zeta|^{3/2}+\frac{\pi}{4}\). The direction of motion is given by the probability current \(j=\mathrm{Im}(\psi^*\psi')\), which equals \(|\psi|^2\) times the derivative of the phase with respect to \(x\) and does not depend on the zero of energy. The phase grows to the left, so \(j<0\): this solution carries probability away from the well. At \(x=0\) the argument is \(z=-sE/F=-2E/s^2\). Dividing the jump condition by \(\psi(0)\) gives, with all functions taken at \(z\),

\[
s\left[\frac{\mathrm{Ai}'}{\mathrm{Ai}}-\frac{\mathrm{Bi}'+i\,\mathrm{Ai}'}{\mathrm{Bi}+i\,\mathrm{Ai}}\right]=-2 .
\]

Over a common denominator the numerator is \(\mathrm{Ai}'\mathrm{Bi}-\mathrm{Ai}\,\mathrm{Bi}'=-1/\pi\), by the Wronskian of the Airy functions. Therefore

\[
2\pi\,\mathrm{Ai}(z)\left[\mathrm{Bi}(z)+i\,\mathrm{Ai}(z)\right]=s .
\]

The weak-field width follows from this condition. For large \(z\), with \(w=\frac23z^{3/2}\), the leading forms are \(\mathrm{Ai}\approx e^{-w}/(2\sqrt\pi z^{1/4})\) and \(\mathrm{Bi}\approx e^{w}/(\sqrt\pi z^{1/4})\). They turn the condition into

\[
z^{-1/2}\left(1+\frac i2e^{-2w}\right)\approx s .
\]

Since \(s\sqrt z=\sqrt{-2E}\), squaring gives \(-2E\approx1+ie^{-2w}\), and so \(\Gamma\approx e^{-2w}\). At \(E=-1/2\) one has \(z^{3/2}=1/s^3=1/(2F)\), hence

\[
\Gamma\approx e^{-2/(3F)} .
\]

This vanishes faster than any power of \(F\) as \(F\to0\), so the coefficients of the power series are all real and no finite order gives the width. The width does control how the coefficients grow at high order: for large even \(n\), \(E_n\approx-(n-1)!\,(3/2)^n/\pi\), where \(3/2\) is the inverse of the constant \(2/3\) in the exponent. This relation is quoted here without derivation. The series therefore diverges for every nonzero \(F\) and is useful as an asymptotic expansion. The ratio of successive even terms is about \(n(n+1)(3F/2)^2\), so the terms shrink until \(n\) is near \(2/(3F)\), about 67 at \(F=0.01\) and 17 at \(F=0.04\), and grow after that. The sum must be cut off at or before that order.

Numerical roots of the full condition give the real shift from \(E_0\) and the width:

| \(F\) (a.u.) | \(-2\,\times\) shift \(/F^2\) (a.u.) | \(\Gamma\) (hartree) |
|---|---|---|
| 0.01 | 1.2514 | \(1.1\times10^{-29}\) |
| 0.02 | 1.2556 | \(3.2\times10^{-15}\) |
| 0.04 | 1.2741 | \(5.4\times10^{-8}\) |

At \(F=0.01\) the middle column exceeds \(5/4\) by about 0.1 per cent of its value. Reflection \(x\to-x\) reverses the field without changing the energy, so the next term of the series is of order \(F^4\), and the excess in the middle column should grow as \(F^2\). From \(F=0.01\) to \(0.02\) it grows by a factor of 4.06, close to 4. Removing an error proportional to \(F^2\) from these two values gives

\[
\frac{4(1.25138)-1.25561}{3}=1.2500 .
\]

The first-order wavefunction has a narrower range of use than the energy. The ratio \(F\psi_1/\psi_0=-\frac12Fx(1+|x|)\) grows with distance, so the correction is small only where \(Fx^2/2\ll1\). The coefficient \(E_2\) itself does not depend on \(F\). For weak fields the region where the correction is not small lies far out, where the factor \(e^{-2|x|}\) makes its share of the integral for \(E_2\) small. Points with \(|F\psi_1/\psi_0|>0.3\) supply 0.02 per cent of that integral at \(F=0.01\), and 7 per cent at \(F=0.04\). The numerical check checks \(\psi_1\) and \(\alpha\) on a grid as well.

## Comparison of the estimate with the exact result

Scaling gave \(\alpha\sim1\), and the exact value is \(1.25\). To see where the difference comes from, expand the response in the eigenstates of \(H_0\).

The function \(x\psi_0\) is odd, so only odd states can contribute. They are

\[
\phi_k(x)=\frac{\sin kx}{\sqrt\pi},\qquad k>0,
\]

normalized so that \(\langle\phi_k|\phi_{k'}\rangle=\delta(k-k')\). They vanish at the origin, so the delta does not affect them, and by the Fourier sine transform they can represent any odd square-integrable function. Their energies are \(k^2/2\), and the excitation energies are

\[
\Delta_k=\frac{k^2}{2}-E_0=\frac{1+k^2}{2}.
\]

Write \(\psi_1=\int_0^\infty c_k\phi_k\,dk\) and \(m_k=\langle\phi_k|x|\psi_0\rangle\). Projecting the Sternheimer equation on \(\phi_k\) gives \(\Delta_kc_k=-m_k\). Then \(E_2=\int_0^\infty m_kc_k\,dk\), and

\[
\alpha=-2E_2=2\int_0^\infty\frac{m_k^2}{\Delta_k}\,dk .
\]

The matrix element is the imaginary part of an elementary integral:

\[
m_k=\frac{2}{\sqrt\pi}\,\mathrm{Im}\int_0^\infty xe^{-(1-ik)x}dx
=\frac{2}{\sqrt\pi}\,\mathrm{Im}\,\frac{(1+ik)^2}{(1+k^2)^2}
=\frac{4k}{\sqrt\pi\,(1+k^2)^2}.
\]

Inserting this and substituting \(k=\tan\theta\), with \(dk=d\theta/\cos^2\theta\), gives

\[
\alpha=\frac{64}{\pi}\int_0^\infty\frac{k^2\,dk}{(1+k^2)^5}
=\frac{64}{\pi}\int_0^{\pi/2}\sin^2\theta\cos^6\theta\,d\theta .
\]

Let \(J_n=\int_0^{\pi/2}\cos^{2n}\theta\,d\theta\). Integration by parts gives \(J_n=\frac{2n-1}{2n}J_{n-1}\), with \(J_0=\pi/2\). Thus \(J_3=\frac{5}{16}\cdot\frac{\pi}{2}\) and \(J_4=\frac{35}{128}\cdot\frac{\pi}{2}\). Since \(\sin^2\theta=1-\cos^2\theta\), the integral is \(J_3-J_4=5\pi/256\), and

\[
\alpha=\frac{64}{\pi}\cdot\frac{5\pi}{256}=\frac54 .
\]

The continuum carries the whole response. A sum restricted to bound excited states would be empty and would give zero. The Sternheimer equation includes the continuum without constructing any of its states.

The same expression explains the estimate. Completeness of the odd states gives

\[
\int_0^\infty m_k^2\,dk=\langle x^2\rangle=\frac12 .
\]

Define a mean excitation energy \(\bar\Delta\) by \(\alpha=2\langle x^2\rangle/\bar\Delta\). It is the harmonic mean of \(\Delta_k\) with weights \(m_k^2\); the arithmetic mean with the same weights is larger, 1 hartree. Then \(\bar\Delta=1/1.25=0.8\) hartree. The estimate \(\ell^2/\Delta\) differs from this form in two ways. It lacks the factor 2, which arises because the displacement is a cross term between \(\psi_0\) and \(\psi_1\) and is counted twice. It also uses the smallest gap, 0.5, in place of the mean, 0.8. Together these change the estimate by

\[
2\cdot\frac{0.5}{0.8}=1.25 .
\]

The two omissions act in opposite directions, which is why the rough value lies so close. Restoring the factor 2 alone would give \(2\langle x^2\rangle/0.5=2\). That is an upper bound on \(\alpha\), since \(\Delta_k>1/2\) for every \(k>0\), and it lies further from the exact value than the cruder estimate does.

## Values computed for the example and the checks

```
ANALYTIC RESULT (atomic units)
<psi0|x^2|psi0> = 1/2 bohr^2
second-order energy coefficient E2 = -5/8 a.u.
polarizability alpha = 5/4 = 1.2500 a.u.
alpha in SI = 2.0610e-41 C^2 m^2 J^-1
GRID CHECK
half-width of box = 16.0 bohr, spacing = 0.02 bohr
lowest level = -0.499950 hartree
next level (box continuum) = 0.019277 hartree
psi1 at x = 1 bohr: formula -0.36788, grid -0.36790 a.u.
psi1 at x = 2 bohr: formula -0.40601, grid -0.40605 a.u.
largest error of psi1 on grid = 4.5e-05 a.u.
alpha from grid Sternheimer solution = 1.25015 a.u.
alpha from dipole at F = 0.001 a.u.: 1.25018 a.u.
CONTINUUM SUM
integral of |<k|x|0>|^2 = 0.500000 bohr^2
alpha from continuum alone = 1.250000 a.u.
upper bound from smallest gap = 2.0000 a.u.
EXACT RESONANCE IN A FINITE FIELD
F = 0.01 a.u.: -2 shift/F^2 = 1.25138 a.u., width = 1.10e-29 hartree
F = 0.02 a.u.: -2 shift/F^2 = 1.25561 a.u., width = 3.23e-15 hartree
F = 0.04 a.u.: -2 shift/F^2 = 1.27411 a.u., width = 5.38e-08 hartree
ratio of errors, F = 0.02 to F = 0.01: 4.061
extrapolated to zero field = 1.24997 a.u.
WORKED EXAMPLE
field F = 0.01 a.u. = 5.142e+09 V/m
second-order shift = -6.2500e-05 hartree = -1.7007 meV
exact resonance shift = -6.2569e-05 hartree
induced dipole alpha F = 0.0125 a.u.
distance 1/(2F) = 50.0 bohr
```
